# The Phillips-Kleinman pseudopotential from orthogonalization to core states: a numerical check

```python
# Result under test: if psi is a valence eigenstate of H = T + V with energy E,
# every phi = psi + (any mixture of core eigenstates c) satisfies
#     [H + V_R(E)] phi = E phi,   V_R(E) = sum_c (E - E_c) |c><c|.
# V_R is repulsive (E > E_c), nonlocal and energy dependent; phi is not unique.
# P = sum_c |c><c| is the core projector. Hartree atomic units throughout.
# Radial functions u(r) = r R(r) are normalized by integral u^2 dr = 1.
# Model: V(r) = -(1 + 10 exp(-2 r))/r; core 1s, 2s, 2p; valence 3s, 4s.
import numpy as np
import sympy as sp
from scipy.linalg import eigh, eigvals
from scipy.optimize import brentq
from scipy.special import roots_legendre
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
N_BASIS, DECAY, R_MAX = 80, 2.0, 110.0
ION_CHARGE, SCREENED_CHARGE, SCREENING = 1.0, 10.0, 2.0


def laguerre_table(alpha, x):
    """Rows n = 0..N_BASIS-1 of exp(-x/2) L_n^(alpha)(x)."""
    table = np.zeros((N_BASIS, len(x)))
    table[0] = np.exp(-x / 2)
    table[1] = (1 + alpha - x) * table[0]
    for k in range(1, N_BASIS - 1):
        table[k + 1] = ((2 * k + 1 + alpha - x) * table[k]
                        - (k + alpha) * table[k - 1]) / (k + 1)
    return table


def basis(r):
    """Orthonormal radial basis functions and their first two derivatives."""
    x = 2 * DECAY * r
    lag = laguerre_table(2, x)
    d1, d2 = np.zeros_like(lag), np.zeros_like(lag)
    d1[1:] = -laguerre_table(3, x)[:-1]
    d2[2:] = laguerre_table(4, x)[:-2]
    n = np.arange(N_BASIS)[:, None]
    norm = np.sqrt((2 * DECAY) ** 3 / ((n + 1) * (n + 2)))
    u = norm * r * lag
    du = norm * ((1 - DECAY * r) * lag + 2 * DECAY * r * d1)
    ddu = norm * ((DECAY**2 * r - 2 * DECAY) * lag
                  + 4 * DECAY * (1 - DECAY * r) * d1 + 4 * DECAY**2 * r * d2)
    return u, du, ddu


def potential(r):
    return -(ION_CHARGE + SCREENED_CHARGE * np.exp(-SCREENING * r)) / r


# Quadrature in sqrt(r), which resolves the region near the nucleus
node, weight = roots_legendre(600)
half = np.sqrt(R_MAX) / 2
root_r = half * (node + 1)
r = root_r**2
wr = weight * half * 2 * root_r
U, DU, _ = basis(r)
assert np.allclose((U * wr) @ U.T, np.eye(N_BASIS), atol=1e-8)
T = 0.5 * (DU * wr) @ DU.T


def multiply(function_values):
    return (U * (wr * function_values)) @ U.T


# The solver reproduces the exact Coulomb levels for nuclear charge 11
for ell, exact in ((0, -11**2 / 2), (1, -11**2 / 8)):
    coulomb = T + multiply(-11 / r + ell * (ell + 1) / (2 * r**2))
    assert abs(eigh(coulomb, eigvals_only=True)[0] - exact) < 1e-6

V = multiply(potential(r))
H = T + V
energy, state = eigh(H)
core, e_core = state[:, :2], energy[:2]
e3, e4 = energy[2], energy[3]
psi3 = state[:, 2] * np.sign(state[:, 2] @ basis(np.array([6.0]))[0][:, 0])
P = core @ core.T
energy_p, state_p = eigh(T + multiply(potential(r) + 1 / r**2))
e2p, core_p = energy_p[0], state_p[:, 0]
assert max(e_core[1], e2p) < e3 < e4 < 0


def repulsion(E):
    return (core * (E - e_core)) @ core.T


# Symbolic check with exact hydrogen functions: core 1s, valence 2s
x, mix = sp.symbols("x mix", positive=True)
h1 = 2 * x * sp.exp(-x)
h2 = x * (1 - x / 2) * sp.exp(-x / 2) / sp.sqrt(2)
E1, E2 = -sp.Rational(1, 2), -sp.Rational(1, 8)
trial = h2 + mix * h1
overlap = sp.integrate(sp.expand(h1 * trial), (x, 0, sp.oo))
residual = (-sp.diff(trial, x, 2) / 2 - trial / x
            + (E2 - E1) * h1 * overlap - E2 * trial)
assert sp.simplify(sp.expand(residual)) == 0


def smoothest(valence):
    """Core admixture of least kinetic energy; valence coefficient is one."""
    span = np.column_stack([valence, core])
    vector = eigh(span.T @ T @ span)[1][:, 0]
    return span @ (vector / vector[0])


phi3, phi4 = smoothest(psi3), smoothest(state[:, 3])
mixed = psi3 + core @ np.array([0.3, -0.5])
choices = {"no admixture": psi3, "smoothest": phi3, "arbitrary": mixed}

# Real-space test of the integro-differential equation for all three choices
r_test = np.array([0.1, 0.3, 0.5, 1.0, 2.0, 4.0])
B, _, DDB = basis(r_test)
kinetic, local_form = {}, {}
for name, c in choices.items():
    u, ddu = c @ B, c @ DDB
    core_overlap = (core.T @ U) @ (wr * (c @ U))
    added = (core.T @ B).T @ ((e3 - e_core) * core_overlap)
    bare_residual = -ddu / 2 + potential(r_test) * u - e3 * u
    assert np.max(np.abs(bare_residual + added)) < 1e-5
    if name != "no admixture":
        assert np.max(np.abs(bare_residual)) > 1e-2
    kinetic[name] = c @ T @ c / (c @ c)
    local_form[name] = e3 + ddu / (2 * u)
assert kinetic["smoothest"] < min(kinetic["no admixture"], kinetic["arbitrary"])

# Repulsive only when the energy parameter lies above the core levels
assert eigh(repulsion(e3), eigvals_only=True)[0] > -1e-9
assert e_core[0] < -10 < e_core[1]
assert eigh(repulsion(-10.0), eigvals_only=True)[0] < -1

# Nonlocal: nonzero output at a point where the input function vanishes
outer = np.where(r > 0.5, (r - 0.5) ** 2 * np.exp(-2 * r), 0.0)
outer /= np.sqrt(np.sum(wr * outer**2))
r_pair = np.array([0.1, 1.0])
core_pair = core.T @ basis(r_pair)[0]
action = core_pair[:, 0] @ ((e3 - e_core) * ((core.T @ U) @ (wr * outer)))
kernel = (core_pair.T * (e3 - e_core)) @ core_pair
assert abs(action) > 1e-2 and kernel[0, 1] < 0 < kernel[0, 0]

# Same radial function in different angular-momentum channels
probe = r**3 * np.exp(-2 * r)
probe /= np.sqrt(np.sum(wr * probe**2))
probe_c = U @ (wr * probe)
shift_s = probe_c @ repulsion(e3) @ probe_c
shift_p = (e3 - e2p) * (core_p @ probe_c) ** 2
assert shift_s > 0 and shift_p > 0 and abs(shift_s - shift_p) > 1e-3

# Frozen energy parameter: core levels move to it, valence levels stay
frozen = eigh(H + repulsion(-1.0), eigvals_only=True)[:4]
assert np.allclose(frozen, [-1.0, -1.0, e3, e4], atol=1e-7)
degenerate = eigh(H + repulsion(e3), eigvals_only=True)[:4]
assert np.allclose(degenerate, [e3, e3, e3, e4], atol=1e-7)
own = np.linalg.norm((H + repulsion(e4)) @ phi4 - e4 * phi4)
wrong = np.linalg.norm((H + repulsion(e3)) @ phi4 - e4 * phi4)
assert own < 1e-6
assert abs(wrong - (e4 - e3) * np.linalg.norm(core.T @ phi4)) < 1e-6

# Alternative non-Hermitian choice: T + (1-P)V keeps the valence energies
alternative = np.sort(eigvals(T + V - P @ V).real)
assert np.allclose(alternative[:2], [e3, e4], atol=1e-6)
core_kinetic = eigh(core.T @ T @ core, eigvals_only=True)
assert core_kinetic[0] > 0
for level in core_kinetic:
    assert np.min(np.abs(alternative - level)) < 1e-5

# Cancellation identity for the smoothest pseudo-wavefunction
left = (V + repulsion(e3)) @ phi3
right = V @ phi3 - P @ V @ phi3 + (e3 - kinetic["smoothest"]) * P @ phi3
assert np.linalg.norm(left - right) < 1e-6
norm2 = phi3 @ phi3
mean_v = phi3 @ V @ phi3 / norm2
mean_rep = phi3 @ repulsion(e3) @ phi3 / norm2

# Valence weight controls the normalized tail
valence_weight = (psi3 @ phi3) ** 2 / norm2
tail = basis(np.array([6.0]))[0][:, 0]
tail_ratio = (phi3 @ tail) / np.sqrt(norm2) / (psi3 @ tail)
assert abs(tail_ratio - np.sqrt(valence_weight)) < 1e-3

# Nodes at finite radius
r_dense = np.linspace(1e-3, 10, 4000)
dense = basis(r_dense)[0]


def nodes(c):
    u = c @ dense
    return r_dense[:-1][u[:-1] * u[1:] < 0]


assert len(nodes(psi3)) == 2

# Small smooth bases r^(j+1) exp(-r): bare H against the pseudo-equation
table = []
for size in (2, 4, 6):
    F = np.column_stack([U @ (wr * r ** (j + 1) * np.exp(-r))
                         for j in range(size)])
    F /= np.linalg.norm(F, axis=0)
    S = F.T @ F

    def lowest(E):
        return eigh(F.T @ (H + repulsion(E)) @ F, S)

    bare = eigh(F.T @ H @ F, S, eigvals_only=True)[0]
    root = brentq(lambda E: lowest(E)[0][0] - E, -5, 5, xtol=1e-12)
    G = F - P @ F
    orthogonalized = eigh(G.T @ H @ G, G.T @ G, eigvals_only=True)[0]
    assert abs(root - orthogonalized) < 1e-7
    assert root > e3 - 1e-7 and bare < e3 - 1
    table.append((size, bare, root))
assert table[0][2] >= table[1][2] >= table[2][2]
assert table[2][2] - e3 < 0.01
vector = F @ lowest(root)[1][:, 0]
core_weight = vector @ P @ vector
step = 1e-4
slope = (lowest(root + step)[0][0] - lowest(root - step)[0][0]) / (2 * step)
assert abs(slope - core_weight) < 1e-3

print(f"Ion charge, screened charge: {ION_CHARGE:.0f}, {SCREENED_CHARGE:.0f} e")
print(f"Screening constant: {SCREENING:.1f} 1/bohr")
for label, value in (("1s", e_core[0]), ("2s", e_core[1]), ("2p", e2p),
                     ("3s", e3), ("4s", e4)):
    print(f"E({label}) = {value:.6f} hartree")
print(f"E(3s) = {e3 * HARTREE_EV:.4f} eV")
print(f"V_R strength on 1s: {e3 - e_core[0]:.4f} hartree")
print(f"V_R strength on 2s: {e3 - e_core[1]:.4f} hartree")
print("Smoothest phi = 3s + a1*1s + a2*2s (1s, 2s positive at r = 0.02 bohr)")
signs = np.sign(core.T @ basis(np.array([0.02]))[0][:, 0])
a1, a2 = signs * (core.T @ phi3)
print(f"a1, a2 = {a1:.5f}, {a2:.5f} (3s positive at r = 6 bohr)")
for name in choices:
    print(f"Mean kinetic energy, {name}: {kinetic[name]:.5f} hartree")
print("Nodes of true 3s (bohr):", np.round(nodes(psi3), 3).tolist())
print("Nodes of smoothest phi (bohr):", np.round(nodes(phi3), 3).tolist())
print(f"Smoothest phi: <V> = {mean_v:.5f} hartree")
print(f"Smoothest phi: <V_R> = {mean_rep:.5f} hartree")
print(f"Smoothest phi: <V+V_R> = {mean_v + mean_rep:.5f} hartree")
print(f"Valence weight of normalized smoothest phi: {valence_weight:.5f}")
print(f"Tail ratio phi/psi at 6 bohr: {tail_ratio:.5f}")
print("r (bohr): V, local form smoothest, local form arbitrary (hartree)")
for i, radius in enumerate(r_test):
    print(f"{radius:.1f}: {potential(radius):.4f}, "
          f"{local_form['smoothest'][i]:.4f}, {local_form['arbitrary'][i]:.4f}")
print(f"Radial kernel W(0.1,0.1) = {kernel[0, 0]:.4f} hartree/bohr")
print(f"Radial kernel W(0.1,1.0) = {kernel[0, 1]:.4f} hartree/bohr")
print("f = C (r-0.5)^2 exp(-2r) for r > 0.5 bohr, zero inside, normalized")
print(f"(V_R f)(0.1 bohr) = {action:.4f} hartree bohr^(-1/2)")
print("<V_R> at E = E(3s) for normalized u proportional to r^3 exp(-2r):")
print(f"s channel {shift_s:.5f}, p channel {shift_p:.5f} hartree")
print("Levels with V_R frozen at E0 = -1 hartree (hartree):")
print(", ".join(f"{value:.6f}" for value in frozen))
print(f"4s smoothest phi, residual norm with V_R(E4s): {own:.1e} hartree")
print(f"4s smoothest phi, residual norm with V_R(E3s): {wrong:.5f} hartree")
print("Core-block levels of T+(1-P)V (hartree):",
      ", ".join(f"{value:.4f}" for value in core_kinetic))
print("Smooth functions: lowest bare H, pseudo-equation (hartree)")
for size, bare, root in table:
    print(f"{size}: {bare:.5f}, {root:.6f}")
print(f"Error of pseudo-equation, 6 functions: {table[2][2] - e3:.2e} hartree")
print(f"Slope d(lambda)/dE: {slope:.5f}; core weight: {core_weight:.5f}")
print("all assertions hold")
```

It prints:

```
Ion charge, screened charge: 1, 10 e
Screening constant: 2.0 1/bohr
E(1s) = -42.956180 hartree
E(2s) = -3.150009 hartree
E(2p) = -2.297978 hartree
E(3s) = -0.223311 hartree
E(4s) = -0.078917 hartree
E(3s) = -6.0766 eV
V_R strength on 1s: 42.7329 hartree
V_R strength on 2s: 2.9267 hartree
Smoothest phi = 3s + a1*1s + a2*2s (1s, 2s positive at r = 0.02 bohr)
a1, a2 = 0.03202, -0.28132 (3s positive at r = 6 bohr)
Mean kinetic energy, no admixture: 0.50876 hartree
Mean kinetic energy, smoothest: 0.08872 hartree
Mean kinetic energy, arbitrary: 1.43804 hartree
Nodes of true 3s (bohr): [0.186, 0.891]
Nodes of smoothest phi (bohr): []
Smoothest phi: <V> = -0.56701 hartree
Smoothest phi: <V_R> = 0.25498 hartree
Smoothest phi: <V+V_R> = -0.31203 hartree
Valence weight of normalized smoothest phi: 0.92579
Tail ratio phi/psi at 6 bohr: 0.96218
r (bohr): V, local form smoothest, local form arbitrary (hartree)
0.1: -91.8731, 19.9604, -6.3302
0.3: -21.6271, -1.6080, -5.4964
0.5: -9.3576, -0.7392, -4.7677
1.0: -2.3534, -0.1726, 1.3677
2.0: -0.5916, -0.4500, -0.8824
4.0: -0.2508, -0.2494, -0.2533
Radial kernel W(0.1,0.1) = 247.3549 hartree/bohr
Radial kernel W(0.1,1.0) = -0.9721 hartree/bohr
f = C (r-0.5)^2 exp(-2r) for r > 0.5 bohr, zero inside, normalized
(V_R f)(0.1 bohr) = -0.4451 hartree bohr^(-1/2)
<V_R> at E = E(3s) for normalized u proportional to r^3 exp(-2r):
s channel 0.82577, p channel 0.49924 hartree
Levels with V_R frozen at E0 = -1 hartree (hartree):
-1.000000, -1.000000, -0.223311, -0.078917
4s smoothest phi, residual norm with V_R(E4s): 7.8e-13 hartree
4s smoothest phi, residual norm with V_R(E3s): 0.01753 hartree
Core-block levels of T+(1-P)V (hartree): 2.3129, 65.0245
Smooth functions: lowest bare H, pseudo-equation (hartree)
2: -6.19312, -0.206385
4: -13.00701, -0.222659
6: -19.41264, -0.223250
Error of pseudo-equation, 6 functions: 6.07e-05 hartree
Slope d(lambda)/dE: 0.05132; core weight: 0.05132
all assertions hold
```
